**Reducible and vertex self-energy corrections in the Furry picture: derivative form and ultraviolet cancellation**

For a static perturbation \(\delta V\) of a bound state \(|a\rangle\) with energy \(\varepsilon_a\), the one-loop self-energy shift linear in \(\delta V\) is irreducible + vertex + reducible, with reducible \(=\langle a|\delta V|a\rangle\langle a|\gamma^0\partial\Sigma/\partial E|a\rangle\) at \(E=\varepsilon_a\), and for a \(\gamma^\mu\) coupling the terms \(\mp(\alpha/4\pi)\ln\Lambda^2\langle\delta V\rangle\) of the reducible and vertex parts cancel. Here \(\Sigma\) is the self-energy, \(\Gamma^\mu\) the free vertex, \(\Lambda\) the Pauli–Villars photon mass, DR the finite part in dimensional regularization, in Feynman gauge with \(\hbar=c=m=1\). Part A asserts, for a five-level model with a Dirac sea and two boson modes, that exact Fock-space diagonalization (0.843474) agrees with the diagram sum and with contour integrals (0.843472), that the chain term minus the normalization term equals the reducible term, and that the \(1/\omega^2\) soft-mode terms cancel. Part B asserts that direct four-dimensional quadrature reproduces the Feynman-parameter formulas and the Ward–Takahashi identity, that the slopes in \(\ln\Lambda^2\) are \(4-\not p\), \(\gamma^0\) and 4 for \(\Sigma\), the vector vertex and the scalar vertex, and that the box and \(\partial\Gamma^0/\partial E\) have none. Part C treats the 1s state of Gd\(^{63+}\) with a point nucleus and \(\delta V=-\alpha/r\), and asserts the norm, \(\langle\delta V\rangle\), the pointwise cancellation for a constant potential, slopes \(\mp1\), and convergence of the sum to the DR value. The output gives \(\langle\delta V\rangle=-72.378\) hartree and a zero-potential sum of \(-0.1549\,(\alpha/4\pi)\langle\delta V\rangle=0.0065\) hartree, which is a gauge-dependent part of the correction and not an observable.

## Program and output

```python
# Bound-state QED, Furry picture, Feynman gauge, hbar = c = m = 1.
# Result under test: for a static perturbation dV the self-energy shift of order
# alpha*dV is irreducible + vertex + reducible, with
#   reducible = <a|dV|a> <a|gamma0 dSigma/dE|a> at E = eps_a,
# and for a gamma^mu coupling the ln(Lam^2) terms of reducible and vertex cancel.
# Sigma: self-energy; Gamma^mu: free vertex; Lam: Pauli-Villars photon mass;
# DR: finite part in dimensional regularization (1/eps - gamma_E + ln 4pi dropped).
# Part A: model with Dirac sea, exact Fock-space diagonalization vs diagrams.
# Part B: free loops, direct 4D quadrature vs Feynman-parameter formulas.
# Part C: zero-potential terms for 1s of H-like Gd (point nucleus), dV = -alpha/r.
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.special import gamma as Gam
pi = np.pi

def gl(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(hi+lo)+0.5*(hi-lo)*x, 0.5*(hi-lo)*w
def panels(lo, hi, width, n):
    parts = [gl(n, s, s+width) for s in np.arange(lo, hi-1e-9, width)]
    return np.concatenate([q[0] for q in parts]), np.concatenate([q[1] for q in parts])
def tanh_sinh(h, n):   # nodes x, 1-x and weights on (0,1)
    t = h*np.arange(-n, n+1); s = pi*np.sinh(t)
    x = 1/(1+np.exp(-s)); xm = 1/(1+np.exp(s))
    return x, xm, h*pi*np.cosh(t)*x*xm

# ---------------- Part A ----------------
lev = np.array([-1.7, -1.1, 0.6, 1.3, 2.1]); a = 2; sg = np.sign(lev)
V = 0.1*np.array([[3,1,2,-1,2],[1,-2,3,1,1],[2,3,5,4,-2],[-1,1,4,1,3],[2,1,-2,3,-1.]])
M1 = 0.1*np.array([[4,2,5,1,-3],[2,1,-4,3,2],[5,-4,7,6,2],[1,3,6,-2,4],[-3,2,2,4,3.]])
M2 = 0.1*np.array([[-2,3,4,2,1],[3,5,3,-1,4],[4,3,-6,2,5],[2,-1,2,3,-2],[1,4,5,-2,1.]])
modes = [(0.8, M1), (1.5, M2)]
def annihilator(i):
    out = np.eye(1)
    for j in range(5):
        f = np.diag([1., -1.]) if j < i else (np.array([[0, 1.], [0, 0]]) if j == i else np.eye(2))
        out = np.kron(out, f)
    return out
cs = [annihilator(i) for i in range(5)]
Eij = np.array([[cs[i].T@cs[j] for j in range(5)] for i in range(5)])
number = np.rint(np.einsum('iiaa->a', Eij))
b3 = np.diag(np.sqrt([1., 2.]), 1); bos = [np.kron(b3, np.eye(3)), np.kron(np.eye(3), b3)]
def fock_energy(g, lam):   # E(one electron) - E(vacuum), vacuum current subtracted
    h = np.diag(lev)+lam*V
    e, u = np.linalg.eigh(h); un = u[:, e < 0]; low = []
    for nf in (3, 2):
        idx = np.where(number == nf)[0]; one = np.eye(len(idx))
        op = lambda m: np.einsum('ij,ijab->ab', m, Eij)[np.ix_(idx, idx)]
        H = np.kron(op(h), np.eye(9))
        for (w, m), b in zip(modes, bos):
            H = H+w*np.kron(one, b.T@b)+g*np.kron(op(m)-np.trace(un.T@m@un)*one, b+b.T)
        low.append(np.linalg.eigvalsh(H)[0])
    return low[0]-low[1]
def g2_coeff(lam, g=0.02):
    f0 = fock_energy(0, lam); d = lambda x: (fock_energy(x, lam)-f0)/x**2
    return (4*d(g)-d(2*g))/3
dl = lambda l: (g2_coeff(l)-g2_coeff(-l))/(2*l)
exact = (4*dl(0.01)-dl(0.02))/3
def m_sigma(E, md): return sum((m/(E-lev-sg*w))@m for w, m in md)
def m_dsigma(E, md): return sum(-(m/(E-lev-sg*w)**2)@m for w, m in md)
def m_vertex(E, md):
    out = 0
    for w, m in md:
        f = 1/(E-lev-sg*w); de = lev[:, None]-lev[None, :]+np.eye(5)
        out = out+m@(V*((f[:, None]-f[None, :])/de+np.diag(f*f)))@m
    return out
ea = lev[a]; oth = np.arange(5) != a
irr = 2*np.sum(m_sigma(ea, modes)[a, oth]*V[oth, a]/(ea-lev[oth]))
ver = m_vertex(ea, modes)[a, a]; red = V[a, a]*m_dsigma(ea, modes)[a, a]
zc = 0.3*np.exp(2j*pi*np.arange(96)/96)       # E - eps_a on a circle
oint = lambda f: np.mean(np.array(f)*zc).real
gV = V[a, a]/zc**2; gS = np.array([m_sigma(ea+z, modes)[a, a] for z in zc])/zc**2
g2 = []
for z in zc:
    G0 = np.diag(1/(ea+z-lev)); S = m_sigma(ea+z, modes)
    g2.append((G0@(V@G0@S+S@G0@V+m_vertex(ea+z, modes))@G0)[a, a])
norm_term = oint(zc*gV)*oint(gS)+oint(zc*gS)*oint(gV)
chain = oint(zc*2*V[a, a]*gS/zc)
contour = oint(zc*np.array(g2))-norm_term
assert abs(g2_coeff(0.)-m_sigma(ea, modes)[a, a]) < 1e-5
assert abs(exact-(irr+ver+red)) < 1e-5 and abs(red) > 1e-2
assert abs(contour-exact) < 1e-5 and abs(chain-norm_term-red) < 1e-10
print("A. model (dimensionless), coefficient of g^2*lambda")
print(f"eps_a = {ea}, V_aa = {V[a,a]:.2f}, Sigma_aa = {m_sigma(ea,modes)[a,a]:.6f}, Sigma'_aa = {m_dsigma(ea,modes)[a,a]:.6f}")
print(f"irreducible = {irr:.6f}, vertex = {ver:.6f}, reducible = {red:.6f}")
print(f"sum = {irr+ver+red:.6f}, Fock exact = {exact:.6f}, contour = {contour:.6f}")
print(f"n=a chain = {chain:.6f}, normalization term = {norm_term:.6f}")
ws = 1e-4; soft = [(ws, M1)]
rs = ws**2*V[a, a]*m_dsigma(ea, soft)[a, a]; vs = ws**2*m_vertex(ea, soft)[a, a]
assert abs(rs+vs) < 1e-3*abs(rs) and abs(rs+V[a, a]*M1[a, a]**2) < 1e-6
print(f"soft mode w={ws}: w^2*red = {rs:.6f}, w^2*ver = {vs:.6f}")

# ---------------- Part B (all loops in units alpha/4pi) ----------------
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
o2 = np.zeros((2, 2)); I4 = np.eye(4); met = np.array([1., -1, -1, -1])
gam = np.array([np.diag([1, 1, -1, -1]).astype(complex)]+[np.block([[o2, s], [-s, o2]]) for s in sig])
g0 = gam[0]
slash = lambda p: np.tensordot(p*met, gam, axes=1)
dot = lambda p, q: np.sum(p*q*met, axis=-1)
sandwich = lambda m: sum(met[s]*gam[s]@m@gam[s] for s in range(4))
fx, fm, fw = tanh_sinh(0.2, 14)
def sigma_f(p, Lam):
    d0 = fm*(1-fx*dot(p, p)); lg = fw*np.log1p(fx*Lam**2/d0)
    return 4*lg.sum()*I4-2*(fx*lg).sum()*slash(p)
def vertex_f(po, pn, mu, Lam):   # po outgoing, pn incoming
    x = np.outer(fx, fx).ravel(); y = np.outer(fx, fm).ravel()
    z = np.repeat(fm, len(fx)); w = np.outer(fw*fx, fw).ravel()
    P = x[:, None]*po+y[:, None]*pn
    d0 = dot(P, P)+x*(1-dot(po, po))+y*(1-dot(pn, pn)); dL = d0+z*Lam**2
    av = po-P; bv = pn-P
    N = -2*slash(bv)@gam[mu]@slash(av)+4*(av+bv)[:, mu, None, None]*I4-2*gam[mu]
    return 2*np.sum(w*np.log(dL/d0))*gam[mu]-np.tensordot(w*(1/d0-1/dL), N, axes=1)
lk, wk = panels(-9, 15, 2, 8); ch, wch = gl(14, 0, pi); ct, wct = gl(10, -1, 1)
ph = 2*pi*np.arange(12)/12
K, C, T, F = [m.ravel() for m in np.meshgrid(np.exp(lk), ch, ct, ph, indexing='ij')]
w4 = np.einsum('a,b,c,d->abcd', wk*np.exp(4*lk), wch*np.sin(ch)**2, wct, np.full(12, pi/6)).ravel()/pi**2
st = np.sqrt(1-T*T); ks = K*np.sin(C)
k4 = np.stack([1j*K*np.cos(C), ks*st*np.cos(F), ks*st*np.sin(F), ks*T], axis=1)
def prop(p):
    r = p-k4
    return (slash(r)+I4)/(dot(r, r)-1)[:, None, None]
pA = np.array([0.5, 0.2, 0.0, 0.3]); pB = np.array([0.3, -0.1, 0.25, 0.1]); pC = np.array([0.4, 0.0, -0.2, 0.2])
SA = prop(pA); SB = prop(pB); SAC = (SA@g0)@prop(pC)
SA = SA.reshape(-1, 16); SB = SB.reshape(-1, 16); SAC = SAC.reshape(-1, 16)
res = {}
for Lam in (5., 300., 1000.):
    w = -w4*Lam**2/(K**2*(K**2+Lam**2)); SBw = SB*w[:, None]
    pair = (SA.T@SBw).reshape(4, 4, 4, 4); trip = (SAC.T@SBw).reshape(4, 4, 4, 4)
    ins = lambda t, m: sandwich(np.einsum('abcd,bc->ad', t, m))
    sd = sandwich((w@SA).reshape(4, 4)); gd = [ins(pair, gam[m]) for m in range(4)]
    res[Lam] = (sd, gd, ins(pair, I4), ins(trip, g0))
    e1 = abs(sd-sigma_f(pA, Lam)).max()
    e2 = max(abs(gd[m]-vertex_f(pA, pB, m, Lam)).max() for m in range(4))
    wt = sum(((pA-pB)*met)[m]*gd[m] for m in range(4))
    e3 = abs(wt-sigma_f(pB, Lam)+sigma_f(pA, Lam)).max()
    assert max(e1, e2, e3) < 5e-5
dL2 = np.log(1000.**2/300.**2); lo, hi = res[300.], res[1000.]
sl = [(hi[0]-lo[0])/dL2, (hi[1][0]-lo[1][0])/dL2, (hi[2]-lo[2])/dL2, (hi[3]-lo[3])/dL2]
assert abs(sl[0]-(4*I4-slash(pA))).max() < 3e-3 and abs(sl[1]-g0).max() < 3e-3
assert abs(sl[2]-4*I4).max() < 3e-3 and abs(sl[3]).max() < 3e-3 and abs(hi[3]).max() > 0.1
eE = np.array([1e-3, 0, 0, 0])
dG = lambda L: (vertex_f(pA+eE, pB+eE, 0, L)-vertex_f(pA-eE, pB-eE, 0, L))/2e-3
sdG = abs(dG(1000.)-dG(300.)).max()/dL2
assert sdG < 3e-3
print("B. free loops, slope in ln(Lam^2), Lam = 300 -> 1000 m, units alpha/4pi")
print(f"Sigma: unit part = {np.trace(sl[0]).real/4:.4f}, pslash part = {np.trace(sl[0]@g0).real/4/pA[0]:.4f}")
print(f"vector vertex = {np.trace(sl[1]@g0).real/4:.4f}, scalar vertex = {np.trace(sl[2]).real/4:.4f}")
print(f"box max = {abs(sl[3]).max():.1e}, dGamma0/dE max = {sdG:.1e}")
print(f"max errors at Lam=1000: Sigma {e1:.1e}, Gamma {e2:.1e}, Ward-Takahashi {e3:.1e}")

# ---------------- Part C ----------------
Z = 64; lam = Z*alpha; ga = np.sqrt(1-lam**2); eps = ga
nrm = np.sqrt((2*lam)**(2*ga+1)/(2*Gam(2*ga+1)))
def spinor(p, n):   # momentum-space 1s bispinors, both spin projections, shape (N,4,2)
    R = np.hypot(lam, p); th = np.arctan2(p, lam)
    j0 = Gam(ga+1)*np.sin((ga+1)*th)/(p*R**(ga+1))
    j1 = Gam(ga)*np.sin(ga*th)/(p*p*R**ga)-Gam(ga+1)*np.cos((ga+1)*th)/(p*R**(ga+1))
    j1 = np.where(p < 2e-3, p/3*Gam(ga+3)/lam**(ga+3)-p**3/30*Gam(ga+5)/lam**(ga+5), j1)
    c = np.sqrt(4*pi)*nrm
    up = (c*np.sqrt(1+ga)*j0)[:, None, None]*np.eye(2)
    dn = (c*np.sqrt(1-ga)*j1)[:, None, None]*np.tensordot(n, sig, axes=1)
    return np.concatenate([up, dn], axis=1)
def kin(pin, pout, c, E=eps):
    ni = np.stack([0*c, 0*c, 1+0*c], 1); no = np.stack([np.sqrt(1-c*c), 0*c, c], 1)
    Ui = spinor(pin, ni); Ub = np.conj(spinor(pout, no)).transpose(0, 2, 1)@g0
    four = lambda p, n: np.concatenate([E+0*c[:, None], p[:, None]*n], 1)
    return four(pin, ni), four(pout, no), lambda m: 0.5*np.einsum('nii->n', Ub@m@Ui).real
Lams = [10., 100., 300., 1000.]
ux, um, uw = tanh_sinh(0.25, 11)
def vertex_density(pin, pout, c, q2):   # rows: each Lam, then DR; also tree value
    vi, vo, bil = kin(pin, pout, c); si, so = slash(vi), slash(vo)
    T0, S = bil(g0)[:, None], bil(I4)[:, None]
    Tio, Tii, Too, Toi = [bil(l@g0@r)[:, None] for l, r in ((si, so), (si, si), (so, so), (so, si))]
    A = 1-eps**2+np.outer(pout**2, ux)+np.outer(pin**2, um); B = 1+np.outer(q2, ux*um)
    out = np.zeros((len(Lams)+1, len(c)))
    for r, rm, rw in zip(ux, um, uw):
        x = r*ux; y = r*um; d0 = r*(rm*A+r*B)
        N = -2*((1-y)*(1-x)*Tio-y*(1-y)*Tii-x*(1-x)*Too+x*y*Toi)+8*eps*rm*S-2*T0
        base = -2*T0*np.log(d0)-N/d0
        for i, L in enumerate(Lams):
            dL = d0+rm*L*L
            out[i] += rw*r*((base+2*T0*np.log(dL)+N/dL)@uw)
        out[-1] += rw*r*((base-4*T0)@uw)
    return out, T0[:, 0]
def dsigma_density(p):
    vi, _, bil = kin(p, p, np.ones_like(p))
    T0, S, Tp = bil(g0)[:, None], bil(I4)[:, None], bil(slash(vi))[:, None]
    d0 = fm*(1-np.outer(eps**2-p*p, fx)); c = (4*S-2*fx*Tp)*2*fx*fm*eps
    rows = [(-2*fx*T0*np.log1p(fx*L*L/d0)+c*(1/d0-1/(d0+fx*L*L)))@fw for L in Lams]
    rows.append((2*fx*T0*np.log(d0)+c/d0)@fw+T0[:, 0])
    return np.array(rows), T0[:, 0], (Tp-S)[:, 0]
def sigma_density(p, E, L):
    vi, _, bil = kin(p, p, np.ones_like(p), E)
    d0 = fm*(1-np.outer(E*E-p*p, fx))
    return ((4*bil(I4)[:, None]-2*fx*bil(slash(vi))[:, None])*np.log1p(fx*L*L/d0))@fw
lp, wp = panels(-8, 12, 2, 8); p1 = np.exp(lp); m1 = 4*pi*wp*p1**3/(2*pi)**3
ds, dens, kinetic = dsigma_density(p1)
V_formula = -Z*alpha**2/ga
assert abs(dens@m1-1) < 1e-7 and abs(kinetic@m1/(Z*V_formula)-1) < 1e-5   # <eps - H0> = 0
fd = (sigma_density(p1, eps+1e-4, 100.)-sigma_density(p1, eps-1e-4, 100.))@m1/2e-4
assert abs(fd-ds[1]@m1) < 1e-5
pt = np.array([0.1, 0.6, 3.0]); vt, tt = vertex_density(pt, pt, np.ones(3), np.zeros(3))
assert abs((vt+dsigma_density(pt)[0])/tt).max() < 1e-4      # constant dV gives zero
one = np.ones(1); vt, tt = vertex_density(0.9*one, 0.4*one, 0.3*one, (0.97-0.72*0.3)*one)
vi, vo, bil = kin(0.9*one, 0.4*one, 0.3*one)
assert abs(bil(vertex_f(vo[0], vi[0], 0, 100.))[0]-vt[1, 0]) < 1e-4*abs(tt[0])
lp, wp = panels(-5, 9, 2, 7); s1, sw1 = gl(10, 0, 1); sq, swq = gl(10, 0, 1); cols = []
for l, wl in zip(lp, wp):   # region p' = p exp(-w) < p, counted twice; q on a log grid
    w2, ww2 = gl(20, 1, 5.5+max(l, 0))
    wv = np.concatenate([s1**4, w2]); ww = np.concatenate([4*s1**3*sw1, ww2])
    u = np.exp(-wv); om = -np.expm1(-wv); Lq = np.log1p(2*u/om); s = np.outer(Lq, sq)
    c = np.clip(1-(om**2/(2*u))[:, None]*np.expm1(2*s), -1, 1); p = np.exp(l)
    wt = 2*8*pi**2/(2*pi)**6*(-4*pi*alpha)*wl*p**4*np.outer(ww*u*u*Lq, swq)
    cols.append(np.stack([p+0*c, p*u[:, None]+0*c, c, (p*om[:, None]*np.exp(s))**2, wt]).reshape(5, -1))
cols = np.concatenate(cols, axis=1)
vd, tree = vertex_density(*cols[:4]); V_quad = tree@cols[4]
ver_c = vd@cols[4]/V_formula; red_c = ds@m1; tot = ver_c+red_c   # units (alpha/4pi)<dV>
assert abs(V_quad/V_formula-1) < 1e-5
sr = (red_c[3]-red_c[2])/dL2; sv = (ver_c[3]-ver_c[2])/dL2
assert abs(sr+1) < 1e-3 and abs(sv-1) < 1e-3
dev = abs(tot[:4]-tot[4])
assert dev[3] < 3e-4 and dev[0] > dev[1] > dev[3]
unit = alpha/(4*pi)*V_formula
print("C. Gd63+ 1s, point nucleus, dV = -alpha/r")
print(f"Z = {Z}, 1/alpha = {1/alpha:.6f}, Z alpha = {lam:.6f}, eps_a = gamma = {ga:.6f} mc^2")
print(f"norm = {dens@m1:.8f}, <pslash - m> = {kinetic@m1:.6f} mc^2, Z<dV> = {Z*V_formula:.6f} mc^2")
print(f"<dV> formula = {V_formula:.6e} mc^2, quadrature = {V_quad:.6e} mc^2")
print(f"<dV> = {V_formula/alpha**2:.4f} hartree; (alpha/4pi)<dV> = {unit:.5e} mc^2")
print("zero-potential terms in units (alpha/4pi)<dV>:")
for i, L in enumerate(Lams):
    print(f"Lam = {L:6.0f} m: lnLam^2 = {np.log(L*L):.4f}, red = {red_c[i]:.4f}, ver = {ver_c[i]:.4f}, sum = {tot[i]:.4f}")
print(f"DR finite parts: red = {red_c[4]:.4f}, ver = {ver_c[4]:.4f}, sum = {tot[4]:.4f}")
print(f"Lam=1000 minus log: red + ln = {red_c[3]+np.log(1e6):.4f}, ver - ln = {ver_c[3]-np.log(1e6):.4f}")
print(f"slopes in lnLam^2 (300 -> 1000): red = {sr:.4f}, ver = {sv:.4f}")
print(f"finite-difference check of <dSigma/dE>, Lam=100: {fd:.5f} vs {red_c[1]:.5f} alpha/4pi")
print(f"Lam=1000: red = {red_c[3]*unit:.4e} mc^2, ver = {ver_c[3]*unit:.4e} mc^2")
print(f"finite sum red0 + ver0 = {tot[4]*unit:.4e} mc^2 = {tot[4]*unit/alpha**2:.4f} hartree")
print("ALL CHECKS PASSED")
```

It prints:

```
A. model (dimensionless), coefficient of g^2*lambda
eps_a = 0.6, V_aa = 0.50, Sigma_aa = -0.996531, Sigma'_aa = -1.200713
irreducible = 0.502506, vertex = 0.941322, reducible = -0.600356
sum = 0.843472, Fock exact = 0.843474, contour = 0.843472
n=a chain = -1.200713, normalization term = -0.600356
soft mode w=0.0001: w^2*red = -0.245000, w^2*ver = 0.245048
B. free loops, slope in ln(Lam^2), Lam = 300 -> 1000 m, units alpha/4pi
Sigma: unit part = 3.9998, pslash part = -1.0000
vector vertex = 1.0000, scalar vertex = 3.9995
box max = 2.0e-05, dGamma0/dE max = 2.0e-05
max errors at Lam=1000: Sigma 1.8e-06, Gamma 3.2e-06, Ward-Takahashi 1.3e-06
C. Gd63+ 1s, point nucleus, dV = -alpha/r
Z = 64, 1/alpha = 137.035999, Z alpha = 0.467031, eps_a = gamma = 0.884241 mc^2
norm = 0.99999997, <pslash - m> = -0.246672 mc^2, Z<dV> = -0.246672 mc^2
<dV> formula = -3.854250e-03 mc^2, quadrature = -3.854252e-03 mc^2
<dV> = -72.3784 hartree; (alpha/4pi)<dV> = -2.23818e-06 mc^2
zero-potential terms in units (alpha/4pi)<dV>:
Lam =     10 m: lnLam^2 = 4.6052, red = -2.0390, ver = 1.9208, sum = -0.1182
Lam =    100 m: lnLam^2 = 9.2103, red = -6.6107, ver = 6.4569, sum = -0.1538
Lam =    300 m: lnLam^2 = 11.4076, red = -8.8076, ver = 8.6529, sum = -0.1547
Lam =   1000 m: lnLam^2 = 13.8155, red = -11.2155, ver = 11.0606, sum = -0.1549
DR finite parts: red = 3.1000, ver = -3.2549, sum = -0.1549
Lam=1000 minus log: red + ln = 2.6000, ver - ln = -2.7549
slopes in lnLam^2 (300 -> 1000): red = -1.0000, ver = 0.9999
finite-difference check of <dSigma/dE>, Lam=100: -6.61072 vs -6.61072 alpha/4pi
Lam=1000: red = 2.5102e-05 mc^2, ver = -2.4756e-05 mc^2
finite sum red0 + ver0 = 3.4674e-07 mc^2 = 0.0065 hartree
ALL CHECKS PASSED
```
